# The Weak-Field Hall Voltage of a Square Plate by Finite Differences

A copper-like film is patterned into a square, and current enters and leaves through metal pads covering two opposite sides. With a magnetic field normal to the film, a Hall voltage appears between the midpoints of the other two sides. In a long bar it would be $R_HIB/t$, with $R_H$ the Hall coefficient, $I$ the current, $B$ the field and $t$ the thickness. In the square the pads are close enough to short-circuit part of it. How much survives?

## The first-order problem

Let the plate occupy $0<x<L$, $0<y<W$, with current along $+x$ and the magnetic field along $-z$; $B$ is the field component in that direction. Hole-like carriers are then pushed towards the top edge $y=W$ when $B>0$. The contacts at $x=0,L$ are ideal equipotentials, the other two edges are insulating, and the probes are points. The film is uniform and isotropic and obeys the local law

$$E_x=\rho(J_x+\beta J_y),\qquad E_y=\rho(J_y-\beta J_x),\qquad \beta=\frac{R_HB}{\rho}.$$

Here $\beta$ is the signed tangent of the Hall angle, positive for hole-like carriers. Solving for the current density gives

$$J_x=\frac{E_x-\beta E_y}{\rho(1+\beta^2)},\qquad J_y=\frac{E_y+\beta E_x}{\rho(1+\beta^2)}.$$

Put $\mathbf E=-\nabla\phi$ into $\nabla\cdot\mathbf J=0$. The two terms in $\beta\,\partial_x\partial_y\phi$ have opposite signs and cancel, leaving $\nabla^2\phi=0$. The field enters through the insulating edges, where $J_y=0$ requires $E_y=-\beta E_x$, or $\partial_y\phi=-\beta\,\partial_x\phi$.

At $\beta=0$ the potential is $-E_0x$, up to a constant. For weak field write

$$\phi=-E_0x+\beta E_0W\,u+O(\beta^2).$$

From here on $x$ and $y$ are measured in units of $W$, and $a=L/W$. The first-order terms give

$$\nabla^2u=0,\qquad u=0\ \text{at }x=0,a,\qquad \partial_yu=1\ \text{at }y=0,1.$$

The edge value is $+1$ because $-\beta\,\partial_x(-E_0x)=+\beta E_0$.

Replacing $u(x,y)$ by $-u(x,1-y)$ leaves this problem unchanged. Its solution is unique, so $u$ is odd about the midline $y=\tfrac12$. The first-order change of $J_x$ is proportional to $\partial_xu$, which is also odd and carries no net current. The term $\beta E_y$ is of second order. Hence $I=E_0Wt/\rho$ to first order, and

$$V_H=\phi_{\rm top}-\phi_{\rm bottom}=\beta E_0W\,G=G\,\frac{R_HIB}{t},\qquad G=u(\tfrac a2,1)-u(\tfrac a2,0).$$

Far from the contacts of a long bar, $u=y-\tfrac12$ and $G=1$. At a contact $u=0$ forbids a transverse field, so the current is tilted there instead: to first order $J_y=\beta E_0(1-\partial_yu)/\rho$, which equals $\beta E_0/\rho$ on the contact.

## Two grids solved by hand

Take the square, $a=1$, with $N$ intervals per side and spacing $h=1/N$. At each node off the contacts, the five-point form of Laplace's equation is

$$4u_{i,j}-u_{i-1,j}-u_{i+1,j}-u_{i,j-1}-u_{i,j+1}=0.$$

On the top edge, $u_{i,N+1}$ lies outside the plate. The centred form of $\partial_yu=1$, namely $(u_{i,N+1}-u_{i,N-1})/2h=1$, gives $u_{i,N+1}=u_{i,N-1}+2h$. Inserting this,

$$4u_{i,N}-u_{i-1,N}-u_{i+1,N}-2u_{i,N-1}=2h.$$

The bottom edge gives the same form with right side $-2h$.

**$N=2$.** Only the column $x=\tfrac12$ is unknown. Its middle node is zero by oddness, and its neighbours on the contacts are zero. The top equation is $4u=2h=1$, so $u=\tfrac14$. The bottom value is $-\tfrac14$, and $G_2=\tfrac12$.

**$N=4$.** The row $y=\tfrac12$ is zero, and the plate is symmetric under $x\to1-x$. Four unknowns remain: $p,q$ on the top edge at $x=\tfrac14,\tfrac12$, and $r,v$ directly below them at $y=\tfrac34$. With $2h=\tfrac12$,

$$4p-q-2r=\tfrac12,\quad 4q-2p-2v=\tfrac12,\quad 4r-v-p=0,\quad 4v-2r-q=0.$$

The third equation gives $v=4r-p$. The fourth then gives $q=4v-2r=14r-4p$. The first becomes $8p-16r=\tfrac12$, so

$$p=2r+\tfrac1{16},\qquad q=6r-\tfrac14,\qquad v=2r-\tfrac1{16}.$$

In the second equation the left side is $(24r-1)-(4r+\tfrac18)-(4r-\tfrac18)=16r-1$. Thus $r=\tfrac3{32}$, $q=\tfrac5{16}$ and $G_4=2q=\tfrac58$.

If the error is proportional to $h^2$, the combination $(4G_4-G_2)/3$ removes it. It gives $\tfrac23$, already within 1.3% of the converged value found below. Whether the error has this form needs proof.

## The general algorithm

For a plate of integer aspect ratio $a$:

1. Choose an even $N$, so that nodes fall on the probe positions, and set $h=1/N$. Nodes have $i=0,\dots,aN$ and $j=0,\dots,N$.
2. Set $u=0$ at $i=0$ and $i=aN$.
3. Write the five-point equation at each of the remaining nodes. On the top and bottom edges, double the coefficient of the inward neighbour and put $+2h$ and $-2h$ on the right.
4. Solve the sparse linear system.
5. Read $G_N=u_{aN/2,N}-u_{aN/2,0}$.
6. Repeat with $2N$ and form $(4G_{2N}-G_N)/3$.

For the square this gives:

| $N$ | $G_N$ |
|---:|---:|
| 2 | 0.5 |
| 4 | 0.625 |
| 10 | 0.667934 |
| 20 | 0.673501 |
| 40 | 0.674863 |
| 80 | 0.675202 |
| 160 | 0.675286 |

The last two rows combine to $G=0.6753145$. To three decimals this is 0.675.

## An independent value from a series

Separation of variables solves the continuous problem. Functions that vanish on the contacts, are harmonic and are odd about the midline give

$$u=\sum_n A_n\sin\frac{n\pi x}{a}\,\sinh\frac{n\pi(y-\frac12)}{a}.$$

On $0<x<a$ the constant 1 has the sine series $\sum_{n\,\rm odd}(4/n\pi)\sin(n\pi x/a)$. Matching $\partial_yu=1$ term by term,

$$A_n\frac{n\pi}{a}\cosh\frac{n\pi}{2a}=\frac4{n\pi}\qquad(n\ \text{odd}).$$

The top-to-bottom difference of each term is $2A_n\sinh(n\pi/2a)\sin(n\pi x/a)$. At $x=a/2$ the sine is $s_n=(-1)^{(n-1)/2}$, so

$$G=\frac{8a}{\pi^2}\sum_{n\,\rm odd}\frac{s_n}{n^2}\tanh\frac{n\pi}{2a}.$$

For the square, write $\tanh=1-(1-\tanh)$. The first part sums to Catalan's constant $K=1-\tfrac19+\tfrac1{25}-\cdots=0.915966$. The second converges very fast:

$$G=\frac8{\pi^2}\,(0.915966-0.082848+0.000018)=0.67531.$$

The series and the extrapolated grid value agree to all seven printed decimals.

Two limits follow. For a short plate, $a\to0$, every $\tanh$ tends to 1 and $G\to8Ka/\pi^2=0.742\,a$: nearby contacts suppress the Hall voltage in proportion to their separation. For a long plate, $\tanh(n\pi/2a)\to n\pi/2a$ in each fixed term. The limit may be taken term by term because $\tanh z/z$ decreases with $z$: the terms alternate and shrink, so the remainder is bounded by the first omitted term, which is at most $4/(\pi n)$ for every $a$. With $1-\tfrac13+\tfrac15-\cdots=\pi/4$,

$$G\to\frac{8a}{\pi^2}\,\frac{\pi}{2a}\,\frac{\pi}{4}=1.$$

Between the limits, $G=0.930$, $0.985$ and $0.997$ for $L/W=2$, 3 and 4. With ideal contacts and weak field, a plate three times as long as it is wide loses about 1.5% of the long-bar voltage.

## Why the error is second order

At each corner the boundary conditions conflict: $\partial_yu=0$ along the contact but $\partial_yu=1$ along the free edge. The gradient diverges logarithmically there, so the usual error estimate, which assumes bounded fourth derivatives, does not apply. The difference equations can instead be solved in closed form.

For the square, try $u_{i,j}=\sum_nB_n\sin(2\theta i)\sinh[\kappa(jh-\tfrac12)]$ with $\theta=n\pi/2N$. The five-point equation requires $4-2\cos2\theta-2\cosh\kappa h=0$, which is

$$\sinh(\kappa h/2)=\sin\theta.$$

The sine coefficients of the constant 1 on the grid are $(2/N)\sum_{i=1}^{N-1}\sin2\theta i$. Multiplying this sum by $2\sin\theta$ makes it telescope to $\cos\theta-\cos(n\pi-\theta)$, which is $2\cos\theta$ for odd $n$ and zero for even $n$. The coefficients are therefore $2h\cot\theta$ for odd $n$. The centred edge condition becomes

$$B_n\cosh(\kappa/2)\,\frac{\sinh\kappa h}{h}=2h\cot\theta.$$

Since $\sinh\kappa h=2\sin\theta\sqrt{1+\sin^2\theta}$, adding the contributions $2s_nB_n\sinh(\kappa/2)$ gives

$$G_N=2h^2\sum_{n\,\rm odd}^{n<N}s_nF(\theta)\tanh\frac\kappa2,\qquad F(\theta)=\frac{\cos\theta}{\sin^2\theta\sqrt{1+\sin^2\theta}}.$$

For $N=2$ this returns $\tfrac12$, as found by hand. It was also tested against the sparse solution on the five grids from $N=10$ to 160, with agreement within $10^{-9}$.

Now expand in $h$. For small $\theta$,

$$F=\frac1{\theta^2}\Bigl(1+\frac{\theta^2}3-\frac{\theta^2}2-\frac{\theta^2}2\Bigr)+O(\theta^2)=\frac1{\theta^2}-\frac23+O(\theta^2),$$

and $\kappa/2=N\sinh^{-1}(\sin\theta)=n\pi/2-(n\pi/2)^3h^2/3+\cdots$. Again split $\tanh=1-(1-\tanh)$.

In the part with 1, the term $1/\theta^2$ supplies $8K/\pi^2$. For a smooth function $g(n)$, an alternating sum over odd $n$ is given asymptotically by its ends. With $D=d/dn$, the lower end contributes $e^D(1+e^{2D})^{-1}g(0)=\tfrac12\,{\rm sech}D\,g(0)=\tfrac12[g(0)-\tfrac12g''(0)+\cdots]$. The constant $-\tfrac23$ thus contributes $2h^2\cdot\tfrac12\cdot(-\tfrac23)=-\tfrac23h^2$, and the derivatives start at $h^4$. The upper end, $\theta=\pi/2$, involves $F$ and its even derivatives, which vanish because $F$ is odd about that point.

The part with $1-\tanh$ decays exponentially in $n$ and can be expanded term by term. Altogether $G_N=G+Ch^2+O(h^4)$, with

$$C=-\frac23+\frac43\sum_{n\,\rm odd}s_n\Bigl(1-\tanh\frac{n\pi}2\Bigr)-\frac\pi3\sum_{n\,\rm odd}s_n\,n\,{\rm sech}^2\frac{n\pi}2=-0.7217.$$

The measured value of $(G_N-G)/h^2$ at $N=160$ is $-0.7218$. The corner singularity does not spoil second-order convergence of the midpoint voltage, and the extrapolation is justified.

## A copper-like film

Take a square of side 10 µm and thickness 50 nm, carrying 1 mA in a field of 1 T. Rough typical values are $\rho=2.5$ µΩ cm and $R_H=-5\times10^{-11}$ m³/C. Then

$$\beta=\frac{(-5\times10^{-11})(1)}{2.5\times10^{-8}}=-0.002,$$

$$\frac{R_HIB}{t}=\frac{(-5\times10^{-11})(10^{-3})(1)}{5\times10^{-8}}\ {\rm V}=-1.00\ \text{µV}.$$

The square plate gives $V_H=-0.675$ µV. Applying the long-bar formula to this reading would make $|R_H|$ too small by 32%, and a one-band carrier density $1/(e|R_H|)$ too large by the factor $1/0.675=1.48$. Probe pairs nearer a contact read less: the ratio to the long-bar value is 0.56 at $x/L=0.25$ and 0.34 at $x/L=0.10$.

The weak-field step is safe here. A finite-element solution with the full conductivity tensor, not expanded in $\beta$, gives $G=0.6753$ at $\beta=0.001$. At fixed current $G$ then rises by about $0.096\,\beta^2$, measured at $\beta=0.1$. For this film the change is $4\times10^{-7}$.

Probe misalignment matters far more. The longitudinal field is $E_0=\rho I/(Wt)=0.5$ V/cm, so a 10 nm offset along the current adds 0.5 µV, comparable with the signal. Reversing $B$ at fixed current separates the two. Reflection in the midline exchanges top and bottom and changes the sign of $\beta$, so $\phi_{-\beta}(x,1)=\phi_\beta(x,0)$. For a top probe at $x_1$ and a bottom probe at $x_2$, half the difference of the two readings is therefore

$$\tfrac12\left[V_H(x_1)+V_H(x_2)\right],$$

the mean of two true Hall voltages. The profile is flat at the centre, so the remaining error is of second order in the shift. In a test with a shift of $L/80$ and $\beta=0.02$, the raw ratio was 1.300, which is $0.675$ plus the offset $(1/80)/0.02=0.625$. Field reversal restored 0.675.

Set beside a real thin-film structure, these dimensions and the current density of 0.2 MA/cm² are reasonable, though resistivity depends on thickness and grain structure. Once field reversal has removed the misalignment offset, the largest correction sized here comes from the assumption of ideal contacts. Pads 1 µm thick with the film's resistivity have 20 times its sheet conductance; thicker metal usually conducts better, which makes the correction smaller, but only in part, because the pad's own Hall voltage $R_HIB/t_{\rm pad}$ does not depend on its resistivity. Modelled as sheets one side long, with equipotential outer ends, they raise $G$ from 0.675 to 0.704, or 4.2%. In the same model and at the same $R_H$, a pad resistivity of 1.7 µΩ cm gives 3.6%, and about 2.2% remains however low the resistivity. The figure also depends on the pad length: 1.6% for pads 0.2 of a side long and 4.4% for long pads. The vertical transfer of current between pad and film is left out. Pads as thin as the film give 0.985, as they should, since the plate is then a uniform bar with $L/W=3$.

The other estimates are smaller. Averaging the edge potential over the mouth of a 1 µm wide probe arm lowers $V_H$ by 0.2%; this estimate omits the arm's distortion of the current. The Joule power of 0.5 µW, flowing straight down through 300 nm of oxide, warms the film by about 1 mK relative to the oxide's lower face. The self-field on the faces of the film, $\mu_0I/2W$ for a wide current sheet, is 63 µT in the plane. The normal component vanishes on the midline and grows towards the side edges, where it is about twice as large, still tiny beside 1 T. A free-electron estimate puts the mean free path near 26 nm, or 0.3% of the side, which supports a local law in the plane. It is not small compared with the thickness, so $\rho$ and $R_H$ must be those of the film itself. The numerical output lists the values used here.

## Values computed for the example and the checks

```
ALGORITHM (dimensionless)
G from finite differences, N =  10: 0.667934
G from finite differences, N =  20: 0.673501
G from finite differences, N =  40: 0.674863
G from finite differences, N =  80: 0.675202
G from finite differences, N = 160: 0.675286
G, Richardson from N = 80 and 160: 0.6753145
G, Fourier series: 0.6753145
h^2 error coefficient, derived: -0.7217
h^2 error coefficient, seen at N = 160: -0.7218
L/W = 1: G grid 0.67532, series 0.67531
L/W = 2: G grid 0.93006, series 0.93006
L/W = 3: G grid 0.98544, series 0.98544
L/W = 4: G grid 0.99697, series 0.99697
Hall ratio at x/L = 0.10: grid 0.3418, series 0.3419
Hall ratio at x/L = 0.25: grid 0.5627, series 0.5628
Hall ratio at x/L = 0.50: grid 0.6753, series 0.6753
G, full tensor at beta = 0.001, N = 80: 0.67534
change of G divided by beta^2, at beta = 0.1: 0.0961
ratio of G changes, beta = 0.2 to 0.1: 3.935
R*t/rho at beta = 0.3: 1.04405, sqrt(1+beta^2) = 1.04403
probe shifted by L/80, beta = 0.02: raw ratio 1.3003, after field reversal 0.6752
EXAMPLE: copper-like film
side 10 um, thickness 50 nm, current 1.0 mA, field 1.0 T
resistivity 2.5 uohm cm, Hall coefficient -5.0e-11 m^3/C
beta: -0.0020
current density: 0.200 MA/cm2
longitudinal field E0: 0.500 V/cm
long-bar Hall voltage: -1.0000 uV
square-plate Hall voltage: -0.6753 uV
NEGLECTED EFFECTS
finite-beta change of G: 3.8e-07
pad thickness 1.0 um, pad/film sheet conductance 20
G with ideal pads, N = 60: 0.6754
G with real pads, N = 60: 0.7037
G with pads as thin as the film, N = 60: 0.9855
relative change of V_H from real pads: 4.20 %
arm 1.0 um wide, mouth-average change of V_H: -0.21 %
offset from 10 nm misalignment: 0.500 uV
Joule power: 0.500 uW
heating through 300 nm oxide, k = 1.4 W/(m K): 1.07 mK
self-field at the film surface: 62.8 uT
mean free path, n = 8.5e+22 cm^-3: 26.3 nm
mean free path / side: 0.0026
```
